# Largest field in a slab cell before electrons spill into vacuum

**Question.** A metal slab with a work function of 4.5 eV is placed in a periodic cell, and a uniform electric field is applied along the surface normal. On one side of the slab the field lowers the potential energy of an electron steadily with distance, until an artificial step restores periodicity 10 Å from the surface. How large can the field be before electrons leave the metal and collect in front of the step, and how does this limit scale with the vacuum width?

**Answer.** The size of the effect follows from comparing two energies: the work function, which holds the electrons in the metal, and the energy an electron gains by crossing the vacuum as far as the step. The comparison needs the field actually present in the vacuum and a definite meaning for "vacuum width", so the electrostatics comes first.

### The field and the step

Let the slab occupy \(-t<x<0\) and the vacuum gap \(0<x<w\), so that the cell length is \(L=t+w\). The next image of the slab begins at \(x=w\). The elementary charge \(e\) is positive, and \(F>0\) is the magnitude of the vacuum field. The field points along \(-x\), so it pushes electrons along \(+x\).

In equilibrium there is no macroscopic field inside the metal. Gauss's law then gives the charge per area on each face as \(\varepsilon_0\) times the outward component of the field just outside:

\[
\sigma_{\rm right}=-\varepsilon_0F,\qquad \sigma_{\rm left}=+\varepsilon_0F .
\]

A periodic Poisson solver gives these face charges a field whose average over the cell is zero. Call its values \(E_{\rm in}\) in the slab and \(E_{\rm out}\) in the vacuum. The jump at the left face and the zero average require

\[
E_{\rm in}-E_{\rm out}=F,\qquad tE_{\rm in}+wE_{\rm out}=0 .
\]

Substituting \(E_{\rm in}=E_{\rm out}+F\) into the second equation gives \(LE_{\rm out}+tF=0\), hence

\[
E_{\rm out}=-\frac{t}{L}F,\qquad E_{\rm in}=\frac{w}{L}F .
\]

An isolated slab with opposite charges on its faces has no field outside. The value \(E_{\rm out}\) is therefore an artefact of periodicity, and the dipole correction removes it by adding the uniform field \(+Ft/L\). The slab's own field becomes \(F\) inside and zero outside. Now add an applied field \(-F_a\). The total inside is \(F-F_a\), which must vanish, so \(F=F_a\): with the dipole correction, the vacuum field equals the applied one.

Without the correction, the condition inside the metal is \(Fw/L-F_a=0\), so

\[
F=\frac{L}{w}F_a .
\]

The vacuum field is then larger than the nominal one. Below, \(F\) always means the field actually present in the vacuum.

Measure energies from the Fermi level, and let \(W\) be the work function, equal on both faces. Let the step lie at \(x=d\). An electron has potential energy

\[
V(x)=
\begin{cases}
W-eFx, & 0<x<d,\\
W-eFx+eFw, & d<x<w .
\end{cases}
\]

The step height \(eFw\) is fixed by periodicity: at \(x=w\) the second line gives \(W\), as it must at the surface of the next image. Just beyond the step the energy is \(W+eF(w-d)\).

The relevant width is thus \(d\), the distance from the surface to the step on the side where the potential falls. It is not the whole gap \(w\).

### The simple estimate

The lowest point of the vacuum potential is just before the step:

\[
V_{\min}=W-eFd .
\]

If \(V_{\min}>0\), every occupied state has an energy below the potential throughout the vacuum. The Schrödinger equation

\[
\psi''=\frac{2m}{\hbar^2}\,(V-E)\,\psi
\]

then makes \(\psi''\) and \(\psi\) agree in sign, so the wave function cannot oscillate there. Occupied states have evanescent tails in the vacuum, but none is bound in the well. The limit of this safe range is \(V_{\min}=0\):

\[
F_{\rm safe}=\frac{W}{e\,d}.
\]

For \(W=4.5\) eV and \(d=10\) Å,

\[
F_{\rm safe}=\frac{4.5\ \text{V}}{10\ \text{Å}}=0.45\ \text{V/Å}=4.5\ \text{V/nm}.
\]

If 10 Å were instead the whole gap, with the step at its middle, then \(d=5\) Å and the estimate would be 0.90 V/Å.

The limit is proportional to the work function and inversely proportional to \(d\). Adding vacuum on the falling side therefore lowers the permitted field. The surface position matters too: \(d\) should be measured from the effective electrostatic surface, where the extrapolated linear potential equals \(W\). An uncertainty of 1 Å in \(d\) changes the present estimate by about 10%.

For a numerical cell, take \(t=12\) Å and \(w=20\) Å, with the step at the middle of the gap. Then \(L=32\) Å, and the step at the simple limit is \(0.45\times20=9.0\) eV high. Without the dipole correction, the nominal applied field must stay below

\[
F_a=\frac{w}{L}F_{\rm safe}=\frac{20}{32}\times0.45=0.28\ \text{V/Å}.
\]

### Why occupation starts later

A well whose bottom touches the Fermi level is still empty, because a bound electron also has kinetic energy. The true onset, within this fixed linear potential, is the field at which the lowest well level \(E\) reaches zero.

For \(0<x<d\) the motion along \(x\) obeys

\[
-\frac{\hbar^2}{2m}\psi''+(W-eFx-E)\psi=0 .
\]

Introduce an energy scale \(\varepsilon\) and the variable

\[
\xi=\frac{W-eFx-E}{\varepsilon},\qquad \frac{d\xi}{dx}=-\frac{eF}{\varepsilon}.
\]

Two derivatives with respect to \(x\) produce the factor \((eF/\varepsilon)^2\), so the equation becomes

\[
\frac{\hbar^2e^2F^2}{2m\,\varepsilon^2}\frac{d^2\psi}{d\xi^2}=\varepsilon\,\xi\,\psi .
\]

The choice

\[
\varepsilon=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}
\]

turns it into the Airy equation \(d^2\psi/d\xi^2=\xi\psi\). Towards the metal \(x\) decreases and \(\xi\) increases. A state held in the well must decay in that direction, which selects \(\psi=\mathrm{Ai}(\xi)\). This neglects the weak coupling through the barrier to states of the metal.

**Infinitely high step.** Here \(\psi(d)=0\). The lowest state has no node inside the well, so \(\xi(d)\) is the first zero of Ai, \(a_1=-2.338\). Therefore

\[
E=W-eFd+|a_1|\varepsilon .
\]

Setting \(E=0\) gives the onset condition

\[
eFd=W+|a_1|\varepsilon(F).
\]

Since \(\varepsilon\) depends on \(F\), this is solved numerically. For \(d=10\) Å the result is \(F=0.752\) V/Å.

**Finite step.** The wave function penetrates beyond \(x=d\), which lowers its energy. Treat the potential there as flat at its value just past the step. At \(E=0\) the wave function decays as \(e^{-\kappa(x-d)}\), with

\[
\kappa=\frac{\sqrt{2m\,[W+eF(w-d)]}}{\hbar}.
\]

On the left of the step, \(\psi'/\psi=-(eF/\varepsilon)\,\mathrm{Ai}'(\xi)/\mathrm{Ai}(\xi)\); on the right it is \(-\kappa\). Continuity of \(\psi\) and \(\psi'\) gives

\[
\frac{\mathrm{Ai}'(\xi_d)}{\mathrm{Ai}(\xi_d)}=\frac{\kappa\varepsilon}{eF},
\qquad \xi_d=\frac{W-eFd}{\varepsilon}.
\]

The right side is positive. For the lowest state, \(\xi_d\) therefore lies between \(a_1\), where the ratio diverges, and the first maximum of Ai, where it vanishes. Both points are negative, so \(eFd>W\) and the onset lies above \(F_{\rm safe}\).

The numerical solution is \(F=0.700\) V/Å. Its ingredients can be checked using \(\hbar^2/2m=3.810\) eV Å\(^2\); with \(F\) in V/Å, \(eF\) has the same numerical value in eV/Å:

\[
\varepsilon=(3.810\times0.7004^2)^{1/3}=1.232\ \text{eV},
\]

\[
V_{\min}=4.5-7.004=-2.504\ \text{eV},\qquad
\xi_d=\frac{-2.504}{1.232}=-2.03,
\]

\[
\kappa=\sqrt{\frac{4.5+7.004}{3.810}}=1.738\ \text{Å}^{-1},\qquad
\frac{\kappa\varepsilon}{eF}=\frac{1.738\times1.232}{0.7004}=3.06 .
\]

At the onset the well bottom is already 2.5 eV below the Fermi level; confinement supplies the difference.

The numerical check tests this result by diagonalizing the Hamiltonian of the whole periodic cell, including a slab whose potential is 7 eV below the Fermi level. This calculation keeps the sloping potential beyond the step and the coupling to the metal. It also gives an onset of 0.700 V/Å, or 7.0 V/nm. At \(F_{\rm safe}\), its lowest well level is still 1.84 eV above the Fermi level; this value shifts by about 0.01 eV when the slab thickness changes by 1 Å.

For this model, then, the simple estimate is safe but conservative: occupation begins at a field about 1.56 times larger.

### How the margin scales

Define the relative excess \(s=F/F_{\rm safe}-1\), where \(F\) is the onset field. When \(d\) is large, \(\kappa\varepsilon/(eF)\) is large and \(\xi_d\) is close to \(a_1\). There \(\mathrm{Ai}(\xi_d)\approx\mathrm{Ai}'(a_1)(\xi_d-a_1)\), so the matching condition becomes

\[
\frac{1}{\xi_d-a_1}\approx\frac{\kappa\varepsilon}{eF}
\quad\Longrightarrow\quad
\xi_d\approx a_1+\frac{eF}{\kappa\varepsilon}.
\]

Multiplying by \(\varepsilon\), and using \(\varepsilon\xi_d=W-eFd\), gives

\[
eFd\approx W+|a_1|\varepsilon-\frac{eF}{\kappa}.
\]

Now divide by \(W\). Since \(eFd/W=1+s\) and \(\varepsilon\propto F^{2/3}\),

\[
s\approx\alpha(1+s)^{2/3}-\frac{1+s}{\kappa d},
\qquad
\alpha=|a_1|\left(\frac{\hbar^2}{2mWd^2}\right)^{1/3}.
\]

Expanding for small \(s\), and keeping the first correction of each kind,

\[
s\approx\alpha+\frac{2}{3}\alpha^2-\frac{1}{\kappa d}.
\]

The leading term falls as \(d^{-2/3}\). The second comes from the extra field needed to reach the onset, which itself tightens the confinement. The third comes from penetration into the step.

The Airy matching condition, with the step kept at the middle of the gap, gives:

| \(d\) (Å) | \(F_{\rm safe}\) (V/Å) | onset / \(F_{\rm safe}\) |
|---|---|---|
| 10 | 0.450 | 1.556 |
| 20 | 0.225 | 1.324 |
| 40 | 0.113 | 1.195 |
| 80 | 0.056 | 1.120 |

Full-cell diagonalization at \(d=20\) Å gives 0.298 V/Å, in agreement with the second row.

Between 40 and 80 Å the excess falls with a power of \(-0.70\), slightly steeper than \(-2/3\). The expansion accounts for this. To leading order \(eF(w-d)=W\), so \(\kappa\approx\sqrt{2\times4.5/3.810}=1.54\) Å\(^{-1}\), and

\[
s(40\ \text{Å})\approx0.189+0.024-0.016=0.197,
\]

\[
s(80\ \text{Å})\approx0.119+0.009-0.008=0.120 .
\]

The two correction terms nearly cancel at 80 Å but leave a positive remainder at 40 Å, which steepens the fall. The simple estimate thus becomes relatively more accurate as the vacuum widens, while its safety margin shrinks.

### How much charge spills

Electrons in the well remain free to move parallel to the surface. A well level at \(E<0\) is therefore the bottom of a two-dimensional band, filled up to \(k_F^2=2m|E|/\hbar^2\). Counting both spins, the number of electrons per area is

\[
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi}=\frac{m|E|}{\pi\hbar^2}.
\]

At 5% above the onset, the full-cell calculation places the level 0.264 eV below the Fermi level. With \(m/(\pi\hbar^2)=0.0418\) eV\(^{-1}\) Å\(^{-2}\),

\[
n=0.0418\times0.264=0.011\ \text{Å}^{-2}.
\]

The direct sum over occupied states, in the region \(d/2<x<3d/2\), also gives 0.011 electrons per Å\(^2\). At 5% below the onset the same sum is about \(1\times10^{-7}\) Å\(^{-2}\), and at \(F_{\rm safe}\) it is about \(4\times10^{-8}\) Å\(^{-2}\). These two values are tails of slab states and depend on the slab: changing its thickness by 1 Å or its depth by 1.5 to 2 eV raises them by factors of up to about 6, though they stay below \(10^{-6}\) Å\(^{-2}\). In the fixed potential, the onset is sharp.

The larger density is not a prediction for a self-consistent calculation. Treat the spilled electrons as a sheet of charge \(-en\) near \(x=d\). With the dipole correction the field beyond the sheet stays at magnitude \(F\), while Gauss's law reduces the field between metal and sheet to \(F-en/\varepsilon_0\). With electrostatics alone, the level returns to the Fermi level when this inner field has fallen back to about the onset value. At 5% above the onset, that is a reduction of \(0.05\times0.700=0.035\) V/Å. The face charge of 0.00249 \(e\)/Å\(^2\) at 0.45 V/Å gives \(\varepsilon_0=0.00553\) \(e\)/(V Å), so this reduction needs only

\[
n\approx0.00553\times0.035\approx2\times10^{-4}\ \text{Å}^{-2}.
\]

This sheet estimate, which the program does not test, suggests that self-consistency holds the level close to the Fermi level with far less charge than the fixed potential implies. It leaves out exchange and correlation, which are not small here: at such low densities the LDA potential of the spilled electrons is attractive and of order 1 eV. Including it in this model raises the charge at 5% above the onset to about \(1\times10^{-3}\) Å\(^{-2}\), and allows a self-consistent spilled state from about 0.63 to 0.64 V/Å, below the fixed-potential onset. In such a state part of the screening charge sits at the artificial step instead of on the metal.

### Using the estimate

For the stated case, keep the vacuum field below about 0.45 V/Å. The 0.70 V/Å onset belongs to a model with a fixed linear potential, zero temperature and an abrupt step at the middle of a 20 Å gap; it should not be used as a general limit. Spreading the step into a ramp lowers it, to about 0.67 V/Å for a 1 Å ramp and 0.63 V/Å for a 3.2 Å ramp with \(d\) measured to the well bottom. An image-potential tail on the surface barrier lowers it to about 0.64 V/Å. Each of these values is still above 0.45 V/Å. Electronic smearing can populate a level before it reaches the Fermi level, so the level should stay above it by several smearing widths. If a larger field is needed, shorten \(d\), while keeping the step outside the region where the slab's own electron density is appreciable.

## Calculated quantities

```
work function W = 4.5 eV
surface-to-step distance d = 10.0 angstrom
whole gap w = 20.0 angstrom
slab thickness t = 12.0 angstrom
cell length L = 32.0 angstrom
slab potential = -7.0 eV from Fermi level
hbar^2/2m = 3.8100 eV angstrom^2
first Airy zero a1 = -2.3381
simple limit W/(e d) = 0.450 V/angstrom
simple limit, converted = 4.50 V/nm
limit if whole gap is 10 angstrom = 0.900 V/angstrom
potential step at simple limit = 9.000 V
face charge at simple limit = 0.002487 e/angstrom^2
corrected field in vacuum = 0.4500 V/angstrom
uncorrected field in vacuum = 0.7200 V/angstrom
uncorrected sawtooth limit = 0.2813 V/angstrom
lowest well level at simple limit = 1.838 eV
onset, infinite step = 0.7520 V/angstrom
onset, finite step (Airy) = 0.7004 V/angstrom
onset, full cell = 0.6999 V/angstrom
onset, full cell, converted = 7.00 V/nm
Airy energy at finite-step onset = 1.232 eV
well bottom at finite-step onset = -2.504 eV
decay constant beyond step = 1.738 1/angstrom
band density of states = 0.04177 1/(eV angstrom^2)
well level at 1.05 onset = -0.264 eV
vacuum charge at simple limit = 4.12e-08 e/angstrom^2
vacuum charge at 0.95 onset = 1.24e-07 e/angstrom^2
vacuum charge at 1.05 onset = 1.08e-02 e/angstrom^2
onset, full cell, d = 20 angstrom: 0.2978 V/angstrom
d = 10 angstrom: W/(e d) = 0.4500 V/angstrom, Airy onset / simple limit = 1.556
d = 20 angstrom: W/(e d) = 0.2250 V/angstrom, Airy onset / simple limit = 1.324
d = 40 angstrom: W/(e d) = 0.1125 V/angstrom, Airy onset / simple limit = 1.195
d = 80 angstrom: W/(e d) = 0.0563 V/angstrom, Airy onset / simple limit = 1.120
power of d in relative excess, 40 to 80 angstrom = -0.703
```
